# Min-max Dirac levels and finite elements without spurious states

An electron moves in a central attractive potential. Its Dirac energies fill two continua, with the bound levels in the gap between them. A trial energy is therefore not protected from below, as it is for a Schrödinger operator. The problem is to find a formulation that restores this protection and survives discretisation.

Hartree atomic units are used, and $\varepsilon$ is the energy without the rest energy $c^2$. In the angular channel $\kappa=\pm1,\pm2,\dots$ the real radial components $P$ (large) and $Q$ (small) obey

$$VP+c\left(-Q'+\frac{\kappa}{r}Q\right)=\varepsilon P,\qquad cDP+(V-2c^2)Q=\varepsilon Q,\qquad DP=P'+\frac{\kappa}{r}P .$$

The gap is $-2c^2<\varepsilon<0$. Assume $V=-Z(r)/r$ with $Z(r)$ smooth, $0\le Z(r)\le Z$, $Z>0$ and $Z^2\le c^2(\kappa^2-\tfrac14)$. The last condition makes the irregular solution at the origin non-normalisable, so no extra boundary condition has to be chosen. Write $\|P\|^2=\int_0^\infty P^2dr$ and $A=\varepsilon+2c^2$, with $A>0$ throughout.

## (a) Eliminate $Q$. What does the resulting functional of $P$ mean variationally?

**Solution.** The second equation gives $Q_\varepsilon=cDP/(A-V)$. The denominator is positive because $V\le0$ and $A>0$. For any trial pair, integration by parts of the term with $Q'$ gives

$$\langle H-\varepsilon\rangle=\int\left[(V-\varepsilon)P^2+2cQ\,DP-(A-V)Q^2\right]dr .$$

Since $cDP=(A-V)Q_\varepsilon$, the last two terms equal $(A-V)Q_\varepsilon^2-(A-V)(Q-Q_\varepsilon)^2$. Hence

$$\langle H-\varepsilon\rangle=a_\varepsilon[P]-\int(A-V)(Q-Q_\varepsilon)^2dr,$$
$$a_\varepsilon[P]=t_\varepsilon[P]+\int(V-\varepsilon)P^2dr,\qquad t_\varepsilon[P]=\int\frac{c^2(DP)^2}{A-V}dr .$$

Differentiating at fixed $P$,

$$\frac{da_\varepsilon}{d\varepsilon}=-\int\frac{c^2(DP)^2}{(A-V)^2}dr-\|P\|^2=-\int(Q_\varepsilon^2+P^2)\,dr\le-\|P\|^2 .$$

So $a_\varepsilon[P]$ has at most one zero, called $\varepsilon[P]$. At $\varepsilon=\varepsilon[P]$ the square shows $\langle H-\varepsilon\rangle\le0$ for every $Q$, with equality at $Q=Q_\varepsilon$. Thus $\varepsilon[P]$ is the maximum over $Q$ of the Rayleigh quotient. The small component is maximised out, and $P$ remains to be minimised over.

For $c\to\infty$ at fixed $\varepsilon$ and smooth $P$ supported away from the origin, $c^2/(A-V)\to\frac12$. Because $\int 2PP'/r\,dr=\int P^2/r^2dr$, the first term becomes $\frac12\int[P'^2+\kappa(\kappa+1)P^2/r^2]dr$, the Schrödinger kinetic energy with its centrifugal term.

## (b) Does the zero exist, and can it sink to the negative continuum?

**Solution.** First take a point charge and $P$ smooth with compact support in $r>0$. Define

$$\gamma=\sqrt{\kappa^2-Z^2/c^2},\quad q=\frac{c(\gamma+\kappa)}Z,\quad \lambda=-\frac{qA}c,\quad P_0=r^\gamma e^{-\lambda r},\quad w=\frac{c^2}{A+Z/r}.$$

Then $DP_0=[(\gamma+\kappa)/r-\lambda]P_0=(q/c)(Z/r+A)P_0$, so $w\,DP_0=cqP_0$. Put $P=P_0f$, which is allowed because $P_0>0$. With $DP=P_0f'+f\,DP_0$,

$$w(DP)^2=wP_0^2f'^2+cqP_0^2(f^2)'+cqf^2P_0DP_0 .$$

Integrating the middle term by parts turns it into $-2cqf^2P_0P_0'$. Together with the last term this is

$$cqf^2P_0\left(-P_0'+\frac\kappa rP_0\right)=cq\left(\frac{\kappa-\gamma}r+\lambda\right)P^2=\left(\frac Zr-q^2A\right)P^2,$$

since $cq(\kappa-\gamma)=c^2(\kappa^2-\gamma^2)/Z=Z$ and $cq\lambda=-q^2A$. Therefore

$$\int w(DP)^2dr+q^2A\|P\|^2-Z\int\frac{P^2}rdr=\int wP_0^2f'^2dr\ge0. \tag{1}$$

This Hardy–Dirac inequality holds for every $A>0$ and both signs of $\kappa$; $P_0$ need not be normalisable.

The left side equals $a_\varepsilon[P]$ when $q^2A=-\varepsilon$, that is, at $\varepsilon=-2c^2q^2/(1+q^2)$. From $q^2=(\kappa+\gamma)^2/(\kappa^2-\gamma^2)=(\kappa+\gamma)/(\kappa-\gamma)$ one finds $1+q^2=2\kappa/(\kappa-\gamma)$, and the energy is

$$\varepsilon_*=-c^2\left(1+\frac\gamma\kappa\right)>-2c^2 .$$

For the general $V\ge-Z/r$, note that

$$\frac{\partial}{\partial V}\left[\frac{c^2(DP)^2}{A-V}+VP^2\right]=Q_\varepsilon^2+P^2\ge0,$$

so raising the potential raises $a_\varepsilon$. Hence $a_{\varepsilon_*}[P]\ge0$ in all cases covered. By (a), $a_\varepsilon\le a_{\varepsilon_*}-(\varepsilon-\varepsilon_*)\|P\|^2$ for $\varepsilon>\varepsilon_*$, which tends to $-\infty$. The zero exists and $\varepsilon[P]\ge\varepsilon_*$: there is no variational collapse.

For a point charge and $\kappa<0$, $\lambda>0$ and $P_0$ is normalisable; with $f$ constant, (1) vanishes and $\varepsilon_*$ is the lowest level. For $\kappa>0$, $P_0$ grows at infinity, and $\varepsilon_*$ is a bound but not a level. If $Z$ exceeded $c|\kappa|$, $\gamma$ would be imaginary and the argument would fail.

## (c) How are the gap levels obtained from $\varepsilon[P]$?

**Solution.** Let $\mathcal F$ be the closure of the compactly supported smooth functions in the norm $(t_\varepsilon[P]+\|P\|^2)^{1/2}$. Changing $\varepsilon$ changes the weight in $t_\varepsilon$ by a factor bounded above and below, so $\mathcal F$ does not depend on $\varepsilon$.

*The form is bounded below.* Choose $Z'$ with $Z<Z'<c|\kappa|$ and let $q'$ be its $q$. Since $c^2/(A-V)\ge c^2/(A+Z'/r)$, inequality (1) for $Z'$ gives

$$\int|V|P^2dr\le Z\int\frac{P^2}rdr\le\frac Z{Z'}\left(t_\varepsilon[P]+q'^2A\|P\|^2\right). \tag{2}$$

The factor $Z/Z'$ is below one, so $a_\varepsilon$ is closed and bounded below on $\mathcal F$ and defines a self-adjoint operator $T_\varepsilon$.

*Its essential spectrum does not start below $-\varepsilon$.* Take normalised $P_n$ tending weakly to zero with bounded $t_\varepsilon$. By (2), $\int_0^\delta P_n^2dr\le\delta\int P_n^2/r\,dr$ is uniformly small, and on $(\delta,R)$ the derivatives are bounded in the mean square. So $P_n\to0$ in norm on every $(0,R)$. Split $P_n$ by smooth cutoffs with $\chi^2+\eta^2=1$ into an inner part $\chi P_n$ and an outer part $\eta P_n$. The cross terms cancel, and the cost $\int c^2(\chi'^2+\eta'^2)P_n^2/(A-V)\,dr$ vanishes for wide cutoffs. The inner part contributes at least $-C\|\chi P_n\|^2\to0$, and the outer part at least $-\varepsilon-\max_{r>R}|V|$ in the limit. Letting $R\to\infty$ gives the claim.

*Zero modes are Dirac states.* If $T_\varepsilon P=0$, then for every smooth compactly supported $\varphi$

$$0=\int\left[\frac{c^2DP\,D\varphi}{A-V}+(V-\varepsilon)P\varphi\right]dr=\int\left[cQ_\varepsilon D\varphi+(V-\varepsilon)P\varphi\right]dr,$$

which is the first Dirac equation; the second defines $Q_\varepsilon$. Also $A\int Q_\varepsilon^2dr\le t_\varepsilon[P]<\infty$. Conversely, a normalisable gap solution is regular at the origin and decays exponentially. Its $t_\varepsilon$ is finite and cutoffs approximate it in $\mathcal F$, so it is a zero mode.

*Ordering.* For $\varepsilon<0$ zero lies below the essential spectrum of $T_\varepsilon$. Define

$$\lambda_k(\varepsilon)=\inf_{\dim F=k}\ \max_{0\ne P\in F}\frac{a_\varepsilon[P]}{\|P\|^2}.$$

By (a), $\lambda_k(\varepsilon')\le\lambda_k(\varepsilon)-(\varepsilon'-\varepsilon)$ for $\varepsilon'>\varepsilon$. It is continuous, because the weight changes by a factor near one and (2) controls $t_\varepsilon$. Now $\lambda_k(\varepsilon)<0$ holds when some $k$-dimensional $F$ has $a_\varepsilon<0$ on all its nonzero elements, that is, when $\varepsilon[P]<\varepsilon$ on all of them, and only then. So the zero of $\lambda_k$ is

$$\boxed{\ \varepsilon_k=\inf_{\dim F=k}\ \max_{0\ne P\in F}\varepsilon[P]\ }$$

whenever this number is negative, and these are the gap levels in increasing order. The number $N(\mu)$ of levels below $\mu<0$ is the largest dimension on which $a_\mu$ is negative.

## (d) What happens in a finite-element space?

**Solution.** Let $\mathcal V_h$ consist of continuous piecewise polynomials vanishing at $r=0$ and at the box radius, extended by zero. Near the origin $P=O(r)$; a cutoff at radius $\delta$ costs at most a constant times $\int_0^\delta dr$, so $\mathcal V_h\subset\mathcal F$. With basis $\varphi_i$ and dimension $N$, the discrete problem is

$$A_h(\varepsilon)p=0,\qquad [A_h]_{ij}=\int\left[\frac{c^2D\varphi_iD\varphi_j}{\varepsilon+2c^2-V}+(V-\varepsilon)\varphi_i\varphi_j\right]dr .$$

It is nonlinear in $\varepsilon$, but its ordered eigenvalues decrease strictly with $\varepsilon$. They are non-negative at $\varepsilon_*$, positive between $-2c^2$ and $\varepsilon_*$, and all negative at large $\varepsilon$. There are thus $N$ roots above $-2c^2$, counted with multiplicity, and none lies below $\varepsilon_*$.

The argument of (c) applies with $F\subset\mathcal V_h$. Fewer subspaces compete for the infimum, so

$$\varepsilon_k^h\ge\varepsilon_k\ge\varepsilon_*,\qquad N_h(\mu)\le N(\mu)\quad(\mu<0),$$

where $N_h(\mu)$ is the number of negative eigenvalues of $A_h(\mu)$, which is the number of roots below $\mu$. A spurious root would be a surplus in this count, and a surplus is impossible. A root lying between two true levels on a coarse mesh is an unconverged upper bound to a lower one. Enlarging the space can only lower each root.

For convergence, integrate the slope bound of (a) from $\varepsilon_k$ to $\varepsilon[P]$:

$$(\varepsilon[P]-\varepsilon_k)\|P\|^2\le a_{\varepsilon_k}[P]\quad\text{if }\varepsilon[P]\ge\varepsilon_k. \tag{3}$$

The first $k$ eigenfunctions of $T_{\varepsilon_k}$ span a space on which $a_{\varepsilon_k}\le0$. If refined meshes and growing boxes approximate these functions in $\mathcal F$, the approximating space has $a_{\varepsilon_k}\le\delta\|P\|^2$ with $\delta\to0$, and (3) gives $\varepsilon_k^h\le\varepsilon_k+\delta$. For $k=1$, $T_{\varepsilon_1}P=0$ implies $a_{\varepsilon_1}[P_h]=a_{\varepsilon_1}[P_h-P]$: the energy error is quadratic in the function error.

The guarantee is proved here for exact integrals, conforming functions and the attractive potential assumed above. Positive roots lie outside the gap and are not bound-state energies; such a root is still an upper bound to $\varepsilon_k$ when that level exists, but an unconverged one.

## (e) Why can a linear method with a separate basis for $Q$ fail?

**Solution.** Let $Q$ range over a finite space $\mathcal W_h$. For $\mu>-2c^2$ the $Q$ block of $H-\mu$ is negative definite. Eliminating it shows that the matrix has $\dim\mathcal W_h$ negative eigenvalues plus those of

$$b_\mu[P]=\max_{Q\in\mathcal W_h}\langle H-\mu\rangle\le a_\mu[P].$$

Assign the first $\dim\mathcal W_h$ roots to the negative continuum. The number of remaining roots below $\mu$ is then at least $N_h(\mu)$, and the upper-bound property is no longer guaranteed. If $DP$ is orthogonal to $\mathcal W_h$, the maximum is at $Q=0$, and $b_\mu[P]=\int(V-\mu)P^2dr$ contains no kinetic energy at all.

Using the same space for $P$ and $Q$ is not a cure. For a point charge, with $y=(P,Q)^T$, the Dirac equations read $y'=M_\kappa y/r+Ny$, where

$$M_\kappa=\begin{pmatrix}-\kappa&Z/c\\-Z/c&\kappa\end{pmatrix},\qquad N=\begin{pmatrix}0&(\varepsilon+2c^2)/c\\-\varepsilon/c&0\end{pmatrix}.$$

Take $S=\kappa N-Z$, which commutes with $N$. Direct multiplication gives

$$M_{-\kappa}N-NM_\kappa=\frac Zc\,(N_{12}+N_{21})\begin{pmatrix}1&0\\0&-1\end{pmatrix}=2Z\begin{pmatrix}1&0\\0&-1\end{pmatrix},$$

because $N_{12}+N_{21}=2c$. Also $M_\kappa-M_{-\kappa}=-2\kappa\,\mathrm{diag}(1,-1)$. Hence

$$M_{-\kappa}S-SM_\kappa=\kappa(M_{-\kappa}N-NM_\kappa)+Z(M_\kappa-M_{-\kappa})=0 .$$

With equal spaces, the constant matrix $S$ acts within the discrete problem and turns its equations for $\kappa$ into those for $-\kappa$. The two determinants agree wherever $\det S\ne0$, hence at all but two energies. Being polynomials in $\varepsilon$, they are identical. The discrete channel $\kappa=+1$ therefore inherits the 1s level of $\kappa=-1$, which it should not have.

## (f) Test the statements for one electron and a point charge $Z=80$.

**Solution.** Here $Z/c=0.583788$, below the limit $\sqrt{3/4}\approx0.866$ for $|\kappa|=1$. Then $\gamma=\sqrt{1-0.583788^2}=0.811906$. With $2c^2=37557.73$ hartree,

$$\varepsilon_*(\kappa=-1)=-18778.87\,(1-0.811906)=-3532.19\ \text{hartree}=-96.116\ \text{keV},$$

which is the 1s level for a point charge. A real nucleus shifts it by more than the digits shown: a uniformly charged sphere of rms radius 5.46 fm, the size of a mercury nucleus, raises it by 2.0 hartree (55 eV), and radiative corrections are outside the model. For $\kappa=+1$ the bound is $-34025.5$ hartree, far below the lowest level at $-904.85$ hartree: it excludes collapse but is no estimate.

*One trial function.* The nonrelativistic 1s function $P\propto re^{-Zr}$ gives $\varepsilon[P]=-3394.64$ hartree, which is $137.55$ hartree (3.9% of the exact value) too high. Inequality (3) allows at most $148.03$ hartree. Dividing this by the magnitude of the slope at the exact level, $1.07645$, gives the Newton estimate $148.03/1.07645=137.52$ hartree, close to the actual excess.

*Finite elements.* Sixth-degree elements on nested graded meshes, in a box of 1 bohr, give these differences, in hartree, from the Sommerfeld levels:

| $\kappa$, $k$ | exact (hartree) | 10 elements | 20 elements |
|---|---:|---:|---:|
| $-1$, 1 | $-3532.192$ | $1.2\times10^{-2}$ | $4.4\times10^{-5}$ |
| $-1$, 3 | $-392.084$ | $2.1\times10^{-1}$ | $2.0\times10^{-4}$ |
| $+1$, 1 | $-904.848$ | $1.5\times10^{-2}$ | $3.6\times10^{-5}$ |
| $+1$, 3 | $-216.425$ | $1.5\times10^{-1}$ | $4.5\times10^{-4}$ |

The errors, in hartree, are positive and fall on refinement. With 40 elements they are below the $10^{-5}$ hartree allowed for rounding in the tests. In both channels each mesh has three roots below a threshold placed between the third and fourth levels, as it should. The coarse mesh has 59 unknowns and 59 roots.

*A different potential.* For $V=-[1+79e^{-10r}]/r$, with $r$ in bohr, the lowest $\kappa=-1$ root is $-2802.742$ hartree. Direct integration of the two Dirac equations gives the same value to these digits. It lies above $\varepsilon_*$, as (b) requires.

*Linear methods.* For $\kappa=+1$ and 20 elements, two levels should lie below $-304.25$ hartree. The reduced problem has two. The discontinuous functions used for $Q$ are polynomials on each element, with an extra factor $r$ in the first element to keep $\int VQ^2dr$ finite. Cubics give 38, counted as in (e): the roots below this energy minus $\dim\mathcal W_h$. Only 13 of them lie in the gap; the other 25 have fallen below $-2c^2$, among the negative-continuum roots. The surplus agrees with (e). A function with $DP$ orthogonal to $\mathcal W_h$ has $b_\mu[P]=\int(V-\mu)P^2dr$, which is negative if $P$ lives where $V<\mu$, that is, at $r<80/304.25\approx0.26$ bohr. The inner 18 elements end at $10^{-28/39}\approx0.19$ bohr, inside this region. They carry $18\cdot6-1=107$ functions vanishing at both ends of that range, on which the cubics impose $18\cdot4=72$ orthogonality conditions. At least $107-72=35$ independent functions therefore have no kinetic energy and negative $b_\mu$, so the count cannot be below 35.

Equal spaces give three levels, the lowest at $-3532.192$ hartree, which is the 1s energy predicted in (e). Discontinuous functions of degree 6 or 10 for $Q$ restore the count of two and the lowest level $-904.848$ hartree. A rich enough $Q$ space thus approaches the maximum that the elimination takes in closed form. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
c = 137.035999 a.u., Z = 80, Z/c = 0.583788
2c^2 = 37557.730 hartree
box radius = 1.0 bohr, first node = 1e-07 bohr
kappa -1: gamma = 0.811906, q = -0.322196
  Hardy-Dirac sides 2.05565469e-07 2.05565469e-07 a.u.
  lower bound eps_star = -3532.1921 hartree
kappa +1: gamma = 0.811906, q = 3.103704
  Hardy-Dirac sides 5.61564117e-05 5.61564117e-05 a.u.
  lower bound eps_star = -34025.5380 hartree
eps[P] of nonrelativistic 1s = -3394.6416 hartree
  excess over exact = 137.5505 hartree
  a-priori bound on excess = 148.0296 hartree
  slope da/deps = -1.076451, -(P^2+Q^2) = -1.076451
elements: [10, 20, 40] unknowns: [59, 119, 239]
level errors in hartree, coarse to fine mesh
 kappa -1 k=1 exact -3532.19209: 1.2e-02 4.4e-05 6.0e-08
 kappa -1 k=2 exact -904.84778: 6.3e-02 7.8e-05 3.1e-08
 kappa -1 k=3 exact -392.08369: 2.1e-01 2.0e-04 7.6e-08
  roots below -304.254 hartree: [3, 3, 3], exact 3
  all roots, coarse mesh: 59
 kappa +1 k=1 exact -904.84778: 1.5e-02 3.6e-05 7.0e-09
 kappa +1 k=2 exact -392.08369: 6.7e-02 1.6e-04 3.6e-08
 kappa +1 k=3 exact -216.42475: 1.5e-01 4.5e-04 1.1e-06
  roots below -176.560 hartree: [3, 3, 3], exact 3
  all roots, coarse mesh: 59
exact ground level = -3532.19209 hartree = -96.1158 keV
screened potential, screening constant 10.0 per bohr
  finite elements -2802.74247 hartree
  shooting        -2802.74247 hartree
kappa +1, 20 elements, levels below -304.254 hartree (exact 2)
  reduced problem: 2, lowest -904.84775 hartree
  Q cubic, discontinuous: 38
  Q in the same space as P: 3, lowest -3532.19209 hartree
  Q degree 6, discontinuous: 2, lowest -904.84775 hartree
  Q degree 10, discontinuous: 2, lowest -904.84775 hartree
```
